Thermal Rise of a Molecule in a Morse Surface Well, part 1

(Sections cited here and not found follow in the second part.)

## First half: the classical rise at leading order

A precursor molecule is held above a surface before it reacts or leaves. Treat it as a rigid body of mass m that moves along the surface normal, above a surface that stays at rest. Its height is z, and its potential energy is the Morse function

V(z) = D[1 − exp(−a(z − z₀))]².

The minimum lies at z = z₀, where V = 0. Far from the surface V tends to D, so D is the depth of the well. The parameter a is an inverse length: a large a means a well that is narrow for its depth. Write

x = z − z₀, t = kT/D,

where k is Boltzmann's constant and T the temperature. A classical molecule at zero temperature rests at x = 0. The thermal increase in mean height is therefore the mean value ⟨x⟩ at temperature T. The task is to find it for t ≪ 1, and to see what limits the answer.

### (a) What does the thermal average mean in a well of finite depth?

Write down the classical average of x. Examine its behaviour at large heights, and state how it must be defined.

**Solution.** In classical statistics the probability of a position x and a momentum p is proportional to exp(−p²/2mkT) exp(−V/kT). The mass does not depend on x, so the integral over p gives the same factor in numerator and denominator and cancels. What remains is

⟨x⟩ = ∫ x exp(−V/kT) dx / ∫ exp(−V/kT) dx.

Towards the surface there is no difficulty. For large negative x the potential grows as D exp(2a|x|), and the weight vanishes very rapidly.

On the outer side V tends to D, and the weight tends to the constant exp(−D/kT) instead of zero. Let the integrals end at x = L, far outside the well. The flat region then adds about

exp(−D/kT) L²/2

to the numerator and about

exp(−D/kT) L

to the denominator. Both grow without limit. For very large L they dominate, and the ratio tends to L/2. This is the mean height of a free molecule in a box of length L, and it says nothing about adsorption.

The useful quantity is the average over molecules that are still in the well. We define it by a cutoff L that lies outside the well but is not so large that the flat region matters. Such a choice exists when kT ≪ D, because exp(−D/kT) is then extremely small. At a fixed value of aL, the contribution of the flat region falls as exp(−1/t), which is faster than any power of t. It therefore cannot appear in an expansion in powers of t.

The adsorbed state defined in this way is metastable. The average describes it if the molecule exchanges energy with the surface many times before it escapes. Part (h) estimates the time available.

### (b) How large are the anharmonic terms?

Expand V up to the fourth power of x. Compare the size of each term with kT when x has its typical thermal size, and decide which terms can contribute to ⟨x⟩ at the lowest order in t.

**Solution.** Let u = ax. The exponential series gives

1 − exp(−u) = u − u²/2 + u³/6 − …

Now square this. The coefficient of u² is 1. The coefficient of u³ is 2 × (−1/2) = −1. The coefficient of u⁴ has two sources, the square of −u²/2 and twice the product of u and u³/6:

1/4 + 2 × 1/6 = 1/4 + 1/3 = 7/12.

Hence

V = Da²x² − Da³x³ + (7/12)Da⁴x⁴ + …

It is convenient to name the first two coefficients:

V = Kx²/2 − gx³ + …, K = 2Da², g = Da³.

K is the stiffness of the well. The minus sign in front of g, with g positive, means that the potential is lower at +x than at −x for small x. The well is softer on the outer side.

In the harmonic well the weight is exp(−Kx²/2kT). This is a Gaussian of variance

σ² = kT/K = kT/(2Da²) = t/(2a²).

The typical displacement is σ, and aσ = √(t/2). Put x = σξ, so that ξ is of order one. The three terms become

V/kT = ξ²/2 − (1/t)(t/2)^(3/2) ξ³ + (7/12)(1/t)(t/2)² ξ⁴ + …

V/kT = ξ²/2 − [√t/(2√2)] ξ³ + (7t/48) ξ⁴ + …

The cubic term is of order √t and the quartic term of order t. In general the term in ξⁿ carries the factor (√t)ⁿ⁻².

This pattern has a useful consequence. Reverse the sign of ξ and, formally, the sign of √t as well. The term in ξⁿ is multiplied by (−1)ⁿ(−1)ⁿ⁻² = 1, so V/kT is unchanged. The mean ⟨ξ⟩ changes sign under the first reversal, so its expansion must be odd in √t. It starts with a term proportional to √t, and the next term is proportional to t√t.

Since ⟨x⟩ = σ⟨ξ⟩ and σ is itself proportional to √t, the expansion of ⟨x⟩ contains the powers t, t², and so on. At order t we need ⟨ξ⟩ to order √t. The cubic term, taken once, is the one contribution of that order. The quartic term is even in x and cannot displace the mean by itself. It first acts together with the cubic term, which gives a contribution of order t² to ⟨x⟩.

### (c) What is the leading increase in mean height?

Treat the cubic term to first order and evaluate ⟨x⟩.

**Solution.** Write G(x) = exp(−Kx²/2kT). The potential contains −gx³, and the Boltzmann exponent contains −V/kT. The two minus signs combine to give

exp(−V/kT) ≈ G(x) exp(+gx³/kT) ≈ G(x)[1 + gx³/kT].

The last step needs some care. For large x the quantity gx³/kT is not small, and a potential cut off after its cubic term would even fall to minus infinity. The expansion is used under the Gaussian, which suppresses displacements much larger than σ. The resulting series is an asymptotic one: its first terms become accurate as t → 0, although the series need not converge.

The numerator of ⟨x⟩ is

∫ xG dx + (g/kT) ∫ x⁴G dx.

The first integral vanishes because xG is odd. The denominator is

∫ G dx + (g/kT) ∫ x³G dx,

and here the second integral vanishes for the same reason. To first order in g the normalization is therefore unchanged, and

⟨x⟩ = (g/kT)⟨x⁴⟩₀,

where the subscript 0 denotes an average with the weight G.

The fourth moment follows from integration by parts. Since G = exp(−x²/2σ²), its derivative is G′ = −xG/σ², which means xG = −σ²G′. Then for any positive integer n

∫ xⁿ(xG) dx = −σ² ∫ xⁿG′ dx = nσ² ∫ xⁿ⁻¹G dx.

The boundary term vanishes because G does. Dividing by ∫ G dx gives

⟨xⁿ⁺¹⟩₀ = nσ²⟨xⁿ⁻¹⟩₀.

With n = 1 this is ⟨x²⟩₀ = σ². With n = 3 it is ⟨x⁴⟩₀ = 3σ²⟨x²⟩₀ = 3σ⁴ = 3(kT/K)². Therefore

⟨x⟩ = (g/kT) × 3(kT)²/K² = 3gkT/K².

Insert g = Da³ and K² = 4D²a⁴:

⟨x⟩ = 3Da³kT/(4D²a⁴)

**⟨x⟩ = 3kT/(4aD).**

The form 3gkT/K² holds at leading order for any smooth well with a positive stiffness K and a cubic term −gx³. The Morse function enters through its particular relation between g, K and D.

The role of the cubic term can be tested on wells in which the coefficients are varied separately. In the reduced variable u, take V/D = u² − cu³ + qu⁴. Here K/D is replaced by 2, g/D by c and kT/D by t, so the predicted slope is ⟨u⟩/t = 3c/4, whatever the value of q. Numerical integration at t = 0.002 and 0.001, extrapolated to t = 0, gave these slopes:

- c = 1, q = 0.583: 0.7500
- c = 1, q = 2: 0.7499
- c = 0.5, q = 0.583: 0.3750

Halving the cubic coefficient at fixed q halves the slope. More than tripling the quartic coefficient at fixed c leaves it unchanged within the numerical error.

### (d) Why does the molecule move outward?

Derive the result again from the average force on the molecule. Then explain the roles of a and D.

**Solution.** The derivative of the Boltzmann factor is −(V′/kT) exp(−V/kT). Integrating up to the cutoff L gives

∫ V′ exp(−V/kT) dx = −kT exp(−V(L)/kT).

The lower limit gives nothing, since V is infinite there. The right-hand side is of order exp(−D/kT), the same exponentially small quantity as in part (a). Apart from it,

⟨V′⟩ = 0.

The average force on the adsorbed molecule vanishes. From the expansion of V,

V′ = Kx − 3gx² + …

and so

K⟨x⟩ = 3g⟨x²⟩ + …

The next term in V′ is proportional to x³. Its average would vanish in a harmonic well, and the cubic asymmetry makes it of order t². It can be dropped here. At leading order ⟨x²⟩ = σ² = kT/K, and 3g/K = 3Da³/(2Da²) = 3a/2. Thus

⟨x⟩ = (3a/2)⟨x²⟩ = (3a/2) × kT/(2Da²) = 3kT/(4aD),

in agreement with part (c).

This route shows the mechanism. The force is −V′ = −Kx + 3gx². The second part points outward on both sides of the minimum: it strengthens the repulsion when the molecule is too close and weakens the attraction when it is too far. Vibration of either sign therefore produces an outward push on average. The mean position shifts until the linear restoring force balances it.

The same balance holds along a single classical orbit of low energy E. Over one period the momentum returns to its initial value, so the time average of V′ is zero. In a nearly harmonic orbit the potential energy averages to half the total, Kx²/2 → E/2, so the time average of x² is E/K. The mean height of the orbit is then

(3a/2)(E/K) = 3E/(4aD).

The thermal mean energy of a classical oscillator is kT, and averaging over orbits returns the thermal result.

The most probable height does not move. The weight exp(−V/kT) is largest where V is smallest, which is at x = 0 for every temperature. The mean rises because the distribution becomes lopsided, with a longer outer tail.

The dependence on a needs a statement of what is held fixed. At fixed D, a larger a makes the well narrower and stiffer, and the rise falls as 1/a. At fixed stiffness K, we have D = K/(2a²), and the result reads 3akT/(2K). The rise then grows with a, because a larger a now means a shallower and more asymmetric well.

### (e) How large is the rise for a typical precursor?

Take D = 0.6 eV, a = 15 nm⁻¹ and T = 450 K. These are rough, illustrative values for trimethylaluminium held as an intact molecular adduct on a hydroxylated oxide; they are not fitted to a measured or computed potential. Find the rise and compare it with the vibrational amplitude.

**Solution.** At 450 K, kT = 0.03878 eV, so

t = 0.03878/0.6 = 0.0646.

The leading increase is

⟨x⟩ = 3 × 0.03878/(4 × 15 × 0.6) nm = 0.00323 nm = 3.23 pm.

The stiffness is

K = 2 × 0.6 × 15² = 270 eV/nm²,

and the harmonic root-mean-square displacement is

σ = √(0.03878/270) nm = 0.0120 nm = 12.0 pm.

The mean shift is about 27% of σ. It is a modest displacement of a much broader distribution. At this order the rise is proportional to T and amounts to 0.72 pm for each 100 K.

## Second half: corrections and limits of the result

The height above the potential minimum is x. The well has depth D, range parameter a, stiffness K = 2Da² and cubic term −gx³ with g = Da³. The reduced temperature is t = kT/D, and the harmonic variance is σ² = kT/K. The first half found the leading classical rise 3kT/(4aD), and the force balance K⟨x⟩ = 3g⟨x²⟩ from which it also follows. The example has D = 0.6 eV, a = 15 nm⁻¹ and T = 450 K. This gives kT = 0.03878 eV, t = 0.0646 and a leading rise of 3.23 pm.

### (f) What is the next term in the temperature?

Find the term of order t² for the full Morse well, and use it to judge the leading result.

**Solution.** A direct expansion would need the cubic, quartic and quintic terms together. A change of variable avoids this. Let

y = 1 − exp(−ax).

Then V = Dy², and the Boltzmann factor becomes the Gaussian exp(−y²/t). From exp(−ax) = 1 − y we obtain

ax = −ln(1 − y), a dx = dy/(1 − y).

The mean height is therefore

a⟨x⟩ = N/M,

N = [−ln(1 − y)/(1 − y)] averaged over the Gaussian,

M = [1/(1 − y)] averaged over the Gaussian.

The cutoff at x = L keeps y below 1, so the integrals are finite. For small t the Gaussian is concentrated near y = 0, and both functions may be expanded there:

1/(1 − y) = 1 + y + y² + y³ + y⁴ + …

−ln(1 − y) = y + y²/2 + y³/3 + y⁴/4 + …

In the product of the two series, the coefficient of yⁿ is the sum 1 + 1/2 + … + 1/n. The even powers needed here have the coefficients

y²: 1 + 1/2 = 3/2

y⁴: 1 + 1/2 + 1/3 + 1/4 = 25/12.

Odd powers average to zero. The Gaussian exp(−y²/t) has variance t/2, so y² averages to t/2 and y⁴ to 3(t/2)² = 3t²/4. Thus

N = (3/2)(t/2) + (25/12)(3t²/4) + … = 3t/4 + 25t²/16 + …

M = 1 + t/2 + …

Dividing, with 1/M = 1 − t/2 + …, gives

a⟨x⟩ = 3t/4 + (25/16 − 3/8)t² + … = 3t/4 + 19t²/16 + …

In the original symbols,

⟨x⟩ = 3kT/(4aD) + 19(kT)²/(16aD²) + …

The first term confirms part (c) by a route that never separates the cubic term. The second is larger than might be expected from t alone. Relative to the first it is

(19/16)/(3/4) × t = 19t/12.

Numerical integration of the full well tests both coefficients. Extrapolation from t = 0.002 and 0.001 gave 0.74999 for the first, against 3/4. Extrapolation from t = 0.01 and 0.005 gave 1.1868 for the second, against 19/16 = 1.1875.

The series is asymptotic. The average of yⁿ for even n is (n − 1)(n − 3)…1 × (t/2)^(n/2). Going from n to n + 2 multiplies it by (n + 1)t/2, which exceeds 1 once n is larger than about 2/t. The terms of N therefore fall at first and later grow. For small t the first few are useful.

For the example the second term is

19 × 0.03878²/(16 × 15 × 0.6²) nm = 0.00033 nm = 0.33 pm,

about 10% of the leading term. The two terms together give 3.56 pm. Integration of the full Morse weight up to 1 nm gives 3.65 pm, which is 13% above the leading result. The leading formula is thus an underestimate here, by an amount mostly explained by the second term.

The classical mean height in the Morse well is now known to second order in t, and for the example the leading rise of 3.23 pm compares with 3.65 pm from the full well. It remains to see when quantum motion matters, whether the molecule stays long enough for the average to apply, what tilting and sideways motion add, and how the model compares with a real precursor layer.
